# Luttinger parameters of germanium from three directional hole masses

## Problem

Near the top of its valence band, at $\mathbf k=0$, germanium has a heavy-hole and a light-hole band. In units of the free-electron mass $m_0$, their masses are

- along [001]: heavy $m_h=0.204$ and light $m_l=0.0457$;
- along [111]: heavy $M_h=0.50$.

These are band-curvature masses: for wavevector $k$ along the stated direction, the hole energy is $E=\hbar^2k^2/(2m\,m_0)$, counted positive downward from the band top. The crystal is unstrained, and no magnetic field or confinement acts.

(a) Find the Luttinger parameters $\gamma_1,\gamma_2,\gamma_3$, and state what fixes their signs.

(b) Predict the light mass along [111] and both masses along [110].

(c) How far does the rounding of the given masses limit the parameters? How strongly does $M_h$ depend on $\gamma_3$?

(d) What changes if a cyclotron mass is used in place of $m_h$?

(e) Estimate where the parabolic description fails for holes at 300 K and in a 10 nm channel.

## Solution

### The Hamiltonian

The four states at the band top behave as a spin $J=3/2$. A Hermitian $4\times4$ matrix can be expanded in products of $J_x,J_y,J_z$ of ranks 0 to 3. Germanium has inversion symmetry, so the Hamiltonian is even in $\mathbf k$. Time reversal changes the sign of both $\mathbf k$ and $\mathbf J$, so the matrices allowed are even in $\mathbf J$: ranks 0 and 2. To second order in $k$, cubic symmetry then leaves three independent combinations. With energies in units of $\hbar^2/2m_0$, they are written

$$H=\left(\gamma_1+\tfrac52\gamma_2\right)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_iJ_j\},$$

where $\{J_iJ_j\}=(J_iJ_j+J_jJ_i)/2$. The three coefficients are the Luttinger parameters. This form requires hole energies small against the spin-orbit splitting and the direct gap.

### The two directions

**Along [001]**, $\mathbf k=(0,0,k)$ and the last sum vanishes:

$$H=k^2\left[\gamma_1+\tfrac52\gamma_2-2\gamma_2J_z^2\right].$$

The eigenvalues of $J_z^2$ are $9/4$ and $1/4$. The coefficients of $k^2$ are therefore

$$J_z=\pm\tfrac32:\quad \gamma_1+\tfrac52\gamma_2-\tfrac92\gamma_2=\gamma_1-2\gamma_2,$$

$$J_z=\pm\tfrac12:\quad \gamma_1+\tfrac52\gamma_2-\tfrac12\gamma_2=\gamma_1+2\gamma_2.$$

Each coefficient is an inverse mass. For $\gamma_2>0$ the smaller one belongs to the heavy hole:

$$\frac1{m_h}=\gamma_1-2\gamma_2,\qquad \frac1{m_l}=\gamma_1+2\gamma_2. \tag{1}$$

**Along [111]**, $\mathbf k=k\mathbf n$ with $\mathbf n=(1,1,1)/\sqrt3$. Since $J_x^2+J_y^2+J_z^2=\tfrac32\cdot\tfrac52=\tfrac{15}4$,

$$\sum_i n_i^2J_i^2=\tfrac13\cdot\tfrac{15}4=\tfrac54.$$

The second term of $H$ becomes $-\tfrac52\gamma_2k^2$ and cancels the $\gamma_2$ part of the first. For the third term, square the projection of $\mathbf J$ on $\mathbf n$:

$$(\mathbf n\cdot\mathbf J)^2=\sum_i n_i^2J_i^2+2\sum_{i<j}n_in_j\{J_iJ_j\}
=\tfrac54+2\sum_{i<j}n_in_j\{J_iJ_j\}.$$

Hence

$$H=k^2\left\{\gamma_1-2\gamma_3\left[(\mathbf n\cdot\mathbf J)^2-\tfrac54\right]\right\}.$$

The bracket equals $+1$ for projection $\pm3/2$ and $-1$ for $\pm1/2$. With $\gamma_3>0$,

$$\frac1{M_h}=\gamma_1-2\gamma_3,\qquad \frac1{M_l}=\gamma_1+2\gamma_3. \tag{2}$$

### (a) The parameters

Adding the equations (1) removes $\gamma_2$; subtracting the first from the second removes $\gamma_1$. The first equation (2) then gives $\gamma_3$:

$$\gamma_1=\frac12\left(\frac1{m_h}+\frac1{m_l}\right),\quad
\gamma_2=\frac14\left(\frac1{m_l}-\frac1{m_h}\right),\quad
\gamma_3=\frac12\left(\gamma_1-\frac1{M_h}\right). \tag{3}$$

The inverse masses are $1/0.204=4.9020$, $1/0.0457=21.8818$ and $1/0.50=2.0000$, so

$$\gamma_1=\frac{4.9020+21.8818}{2}=13.3919,$$

$$\gamma_2=\frac{21.8818-4.9020}{4}=4.2450,$$

$$\gamma_3=\frac{13.3919-2.0000}{2}=5.6959\ \text{(unrounded inputs)}.$$

The extra digits are kept for the arithmetic below. Solving numerically, from positive starting values, for the parameters that give the diagonalized $H$ the three stated masses returns the same values.

### The energy in any direction

The signs and the [110] masses need the general dispersion. Write $H=\gamma_1k^2+Q$. In the basis $J_z=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, the matrix elements of the spin operators give

$$Q=\begin{pmatrix}-a&b&c&0\\ b^*&a&0&c\\ c^*&0&a&-b\\ 0&c^*&-b^*&-a\end{pmatrix},$$

$$a=\gamma_2(2k_z^2-k_x^2-k_y^2),\qquad b=-2\sqrt3\,\gamma_3k_z(k_x-ik_y),$$

$$c=-\sqrt3\,\gamma_2(k_x^2-k_y^2)+2\sqrt3\,i\gamma_3k_xk_y.$$

To trace these entries, note that $J_z^2-\tfrac54$ has the diagonal $(1,-1,-1,1)$. Between the states $\tfrac32$ and $-\tfrac12$, $J_x^2-J_y^2$ has the element $\sqrt3$ and $\{J_xJ_y\}$ has $-i\sqrt3/2$. Between $\tfrac32$ and $\tfrac12$, $\{J_zJ_x\}$ has $\sqrt3/2$ and $\{J_yJ_z\}$ has $-i\sqrt3/2$.

Now square $Q$. Its off-diagonal elements cancel in pairs: for example, the (1,2) element is $-ab+ba=0$ and the (1,4) element is $bc-cb=0$. Every diagonal element is $R^2=a^2+|b|^2+|c|^2$. The eigenvalues of $Q$ are thus $\pm R$, and because its trace is zero, each occurs twice.

With $X=k_x^2$, $Y=k_y^2$, $Z=k_z^2$ and $S=XY+YZ+ZX$, the terms in $\gamma_2^2$ add to

$$(2Z-X-Y)^2+3(X-Y)^2=4(X^2+Y^2+Z^2-S)=4(k^4-3S),$$

because $k^4=X^2+Y^2+Z^2+2S$. The terms in $\gamma_3^2$ add to $12Z(X+Y)+12XY=12S$. Therefore

$$E_\mp=\gamma_1k^2\mp\sqrt{4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)S}. \tag{4}$$

The upper sign is the heavy hole. The heavy and light inverse masses add to $2\gamma_1=26.7838$ in every direction. A light mass along [111] would therefore bring no fourth unknown; it would test the model.

If $\gamma_2=\gamma_3$, the term in $S$ disappears and the bands are isotropic: the heavy mass along [111] would also be 0.204. The difference between 0.204 and 0.50 is what makes $\gamma_3$ larger than $\gamma_2$. For a unit vector, $S$ runs from 0 along [001] to $1/3$ along [111], so these directions hold the smallest and the largest heavy mass.

### What fixes the signs

Equation (4) contains only squares of $\gamma_2$ and $\gamma_3$. The masses alone give $|\gamma_2|$ and $|\gamma_3|$; the positive signs in (3) rest on the heavy states having projection $\pm3/2$ along $\mathbf k$.

The nearest conduction band supports this assignment. Its state at $\mathbf k=0$ is s-like, and the term linear in $\mathbf k$ couples it to the p orbital pointing along $\mathbf k$. A state of projection $\pm3/2$ contains only the two transverse orbitals and is not coupled. A state of projection $\pm1/2$ has weight $2/3$ on the longitudinal orbital. Let $E_P$ be the Kane energy, which measures the squared coupling, and $E_g$ the direct gap. Second-order perturbation theory pushes the $\pm1/2$ state away from the conduction band and adds to its inverse mass

$$\frac{2E_P}{3E_g}\approx\frac{2\times26}{3\times0.89}=19.5,$$

with rough values $E_P=26$ eV and $E_g=0.89$ eV for cold germanium.

The given masses along [001] have the inverses 4.9 and 21.9. If the $\pm1/2$ state were the heavy one, all other contributions would have to total $4.9-19.5=-14.6$. Other bands above the valence top push in the same direction as the first and cannot help. The free-electron term gives $-1$, and a band about ten times as far below, with equal coupling, would give only about $-2$. This is a generous bound: the lowest valence state of germanium, about 12 eV down, has the same parity as the band top and does not couple to it at this order. The $\pm1/2$ state is therefore the light one. The same argument holds along [111], and both parameters are positive.

This coupling alone gives $\gamma_1-2\gamma=0$ and $\gamma_1+2\gamma=19.5$ in every direction, hence an equal part $\gamma=4.87$ in $\gamma_2$ and $\gamma_3$. The remainders are $-0.62$ and $+0.83$. With these rough inputs, the anisotropy comes from the remainder, not from the s-like band.

### (b) Predicted masses

Along [111], the second equation (2) gives

$$M_l=\frac1{13.3919+2\times5.6959}=0.0403.$$

Along [110], a unit vector has $k_x^2=k_y^2=1/2$ and $S=1/4$. The root in (4) becomes

$$\sqrt{4\gamma_2^2+3(\gamma_3^2-\gamma_2^2)}=\sqrt{\gamma_2^2+3\gamma_3^2}=10.7402.$$

The masses are

$$\frac1{13.3919-10.7402}=0.377,\qquad \frac1{13.3919+10.7402}=0.0414.$$

From [001] to [111], the heavy mass rises by a factor of about 2.5, while the light mass falls by about 12%. Both inverse masses move by the same amount, but this amount is a large fraction of the small heavy-hole value.

### (c) Rounding and sensitivity

Take each mass as known to half a unit of its last given digit. For small changes, $\delta(1/m)=\delta m/m^2$, which gives

- $0.0005/0.204^2=0.0120$ for $1/m_h$;
- $0.00005/0.0457^2=0.0239$ for $1/m_l$;
- $0.005/0.50^2=0.0200$ for $1/M_h$.

Inserting $\gamma_1$ in the last formula of (3) gives $\gamma_3=\tfrac14(1/m_h+1/m_l)-\tfrac12(1/M_h)$. The largest changes, with all errors acting together, are

$$\delta\gamma_1=\tfrac12(0.0120+0.0239)=0.018,\qquad
\delta\gamma_2=\tfrac14(0.0120+0.0239)=0.009,$$

$$\delta\gamma_3=\tfrac14(0.0120+0.0239)+\tfrac12(0.0200)=0.019.$$

The parameters the data support are thus

$$\boxed{\gamma_1=13.39\pm0.02,\quad \gamma_2=4.245\pm0.009,\quad \gamma_3=5.70\pm0.02.}$$

These ranges cover input rounding, not experimental or model error.

At fixed $\gamma_1$, differentiating $M_h=1/(\gamma_1-2\gamma_3)$ gives

$$\frac{\delta M_h}{M_h}=2\gamma_3M_h\,\frac{\delta\gamma_3}{\gamma_3}=5.7\,\frac{\delta\gamma_3}{\gamma_3}.$$

A rise of $\gamma_3$ by 1% moves $M_h$ from 0.50 to 0.530, or 6%; the excess over 5.7% is the higher-order part. The heavy inverse mass is a small difference of large terms. The same factor helps the recovery: a 1% error in $M_h$ moves $\gamma_3$ by only about 0.2%. Rounded parameters, on the other hand, must keep enough digits if they are to return $M_h$.

### (d) A cyclotron mass is an average

In a magnetic field, a semiclassical hole runs around a contour of constant energy in the plane normal to the field. Its mass follows from the enclosed area $A$ in $\mathbf k$ space:

$$m_cm_0=\frac{\hbar^2}{2\pi}\frac{dA}{dE}.$$

For a field along [001] and $k_z=0$, let $g(\phi)$ be the heavy inverse mass at angle $\phi$ in the plane. Then $k^2=2m_0E/[\hbar^2g(\phi)]$, and

$$A=\frac12\int_0^{2\pi}k^2\,d\phi=\frac{m_0E}{\hbar^2}\int_0^{2\pi}\frac{d\phi}{g(\phi)},\qquad
m_c=\frac1{2\pi}\int_0^{2\pi}\frac{d\phi}{g(\phi)}.$$

From (4), with $S=\cos^2\phi\sin^2\phi=\tfrac14\sin^22\phi$,

$$g(\phi)=\gamma_1-\sqrt{4\gamma_2^2+3(\gamma_3^2-\gamma_2^2)\sin^22\phi}.$$

The integral gives $m_c=0.280$; counting the area inside the contour of the diagonalized $H$ gives the same to three digits. The value lies between the directional masses 0.204 and 0.377 met on the orbit. If 0.280 were put into (3) as $m_h$, with the other two masses held fixed, $\gamma_1$ would fall to about 12.7, $\gamma_2$ would rise to about 4.6 and $\gamma_3$ would fall to about 5.4. These shifts are far larger than the rounding errors.

### (e) Where the parabolas fail

**Split-off band.** Spin-orbit coupling places a third hole band at $\Delta\approx0.29$ eV. For $\mathbf k$ along [001], set $x=\hbar^2k^2/2m_0$. The longitudinal p orbital has hole energy $(\gamma_1+4\gamma_2)x$ and the transverse ones $(\gamma_1-2\gamma_2)x$. The light state has weights $2/3$ and $1/3$ on them, the split-off state $1/3$ and $2/3$. Their energies are $(\gamma_1+2\gamma_2)x$ and $\Delta+\gamma_1x$, and the coupling has magnitude $\tfrac{\sqrt2}{3}\,6\gamma_2x=2\sqrt2\,\gamma_2x$. To leading order in $x/\Delta$, second-order repulsion gives

$$E_l\approx(\gamma_1+2\gamma_2)x-\frac{8\gamma_2^2x^2}{\Delta}.$$

The light band bends below its parabola. The heavy state is purely transverse along [001] and does not take part.

**Channel.** A width $L=10$ nm sets the scale $k=\pi/L=0.314$ nm$^{-1}$. At this wavevector, the heavy energy is 18.4 meV and the parabolic light energy 82.3 meV. Hence $x=82.3/21.88=3.76$ meV, and the correction above is about 7 meV. Diagonalizing the light and split-off states together gives 74.6 meV.

The conduction band bends the light band further. An eight-band model treats it explicitly, with the rough $E_P$, $E_g$ and $\Delta$ above and the remaining bands adjusted to the same $\gamma$ values. At $x=10^{-6}$ eV it returns the three given masses, 0.2040, 0.0457 and 0.500. At the channel wavevector it gives a light energy of 70.3 meV, 14.5% below the parabola. The last digit depends on the rough inputs: for $E_P$ from 23 to 29 eV the energy runs from about 70.8 to 69.9 meV, 14 to 15% below the parabola. This is a bulk estimate at one wavevector, not a subband energy.

**Thermal energy.** At 300 K, $k_BT=25.9$ meV. Where the parabola reaches this energy along [001], the eight-band light energy is 24.5 meV, lower by 5%. Most holes are heavy, however. Their band stays parabolic in this model along [001] and [111], but in other directions it also mixes with the split-off band. Along [110] it lies about 9% below its parabola at this energy.

**Warming.** The given masses are taken as low-temperature values. Suppose the gap shrinks from 0.89 to about 0.80 eV at 300 K while $E_P$ and the other bands stay fixed. The light inverse mass then rises by

$$\frac{2\times26}{3}\left(\frac1{0.80}-\frac1{0.89}\right)=2.19,$$

and the light mass falls from 0.0457 to 0.0415, by 9%. By (3), $\gamma_1$ rises by about 1.1 and $\gamma_2$ by about 0.55; $\gamma_3$ also rises by 0.55, since the heavy masses do not change in this estimate. It is a rough one, because the part of the gap shift caused by phonons need not act on the mass in this way.

**Real channels.** In a germanium p-channel that is confined or strained, the bulk [001] mass is in general not the transport mass. Suppose strain on a (001) layer leaves the $\pm3/2$ states at the top. In the limit of a very large splitting from the $\pm1/2$ states, the effects of $b$ and $c$ vanish, and the energy is the first diagonal element of $H$:

$$\gamma_1k^2-a=(\gamma_1-2\gamma_2)k_z^2+(\gamma_1+\gamma_2)(k_x^2+k_y^2).$$

The mass normal to the layer remains 0.204, but the in-plane mass is $1/(13.39+4.245)=0.057$. Real layers approach this limit slowly. The coupling $b$ is proportional to $k_z$ times the in-plane wavevector, so its second-order effect, $|b|^2$ divided by the splitting, is quadratic in the in-plane wavevector and changes the mass itself. For a 10 nm layer with hard walls and a strain splitting of 100 meV, the four-band model gives about 0.067. The light subbands involved lie above $\Delta$, beyond the range of that model, but including the split-off band changes the value only to 0.066–0.067; the conduction band is still left out. Wider layers come closer to the limit: about 0.062 at 20 nm and 0.060 at 30 nm for the same splitting. The in-plane mass must therefore be computed from the full matrix with strain and confinement included. The three parameters are part of the input to that calculation, together with the strain splittings and the confining potential; the bulk masses do not replace it.

The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
INPUTS (masses in m0)
heavy mass [001]: 0.204 m0, inverse 4.9020
light mass [001]: 0.0457 m0, inverse 21.8818
heavy mass [111]: 0.50 m0, inverse 2.0000
RESULTS (dimensionless)
gamma1: 13.3919, rounding range 13.374 to 13.410
gamma2: 4.2450, rounding range 4.236 to 4.254
gamma3: 5.6959, rounding range 5.677 to 5.715
gammas by numerical inversion: [13.3919  4.245   5.6959]
PREDICTED MASSES
light mass [111]: 0.0403 m0
square root in the [110] formula: 10.7402
heavy mass [110]: 0.3771 m0
light mass [110]: 0.0414 m0
sum of inverse masses, any direction: 26.7838
heavy mass [111] if gamma3 rises 1%: 0.5302 m0
heavy cyclotron mass, B||[001], kz=0: 0.2798 m0
same from counted area: 0.2799 m0
EIGHT-BAND CHECK (rough band inputs)
direct gap cold: 0.89 eV; at 300 K: 0.80 eV
spin-orbit splitting: 0.29 eV; Kane energy: 26 eV
heavy, light mass [001]: 0.2040, 0.04570 m0
heavy, light mass [111]: 0.5000, 0.04035 m0
conduction-band part of gamma2 and of gamma3: 4.87
remainder in gamma2: -0.62; in gamma3: 0.83
NEGLECTED EFFECTS, k along [001]
temperature: 300 K; kT: 25.85 meV
light energy where parabola gives kT: 24.54 meV
reduction there: 5.1 %
channel width: 10 nm; k = pi/L: 0.3142 1/nm
heavy energy at this k: 18.43 meV
light energy, parabolic: 82.28 meV
light energy, split-off coupling only: 74.61 meV
light energy, eight-band: 70.31 meV
reduction, eight-band: 14.5 %
light mass with 300 K gap: 0.0415 m0
change of light mass: -9.1 %
```
